# Off-diagonal sum rules and the three-level limit on hyperpolarizability

An electron in a half-line harmonic well, with a hard wall at \(x=0\) and a first excitation energy of 2 eV, has a static first hyperpolarizability of magnitude 6978 atomic units. If the well is stiffened until the excitation energy is 4 eV, the value drops to 617. The ratio is 11.3, which is \(2^{7/2}\). The power \(7/2\) follows from a scaling argument. How large the prefactor can be is a harder question, and the answer derived here, Kuzyk's limit, rests on sum rules plus an assumption about the number of participating states.

## 1. The generalized Thomas-Kuhn sum rules

Consider \(N\) electrons of mass \(m\) and charge \(-e\) with

\[
H=\sum_{i=1}^{N}\frac{\mathbf p_i^2}{2m}+V(\mathbf r_1,\dots,\mathbf r_N),\qquad X=\sum_{i=1}^N x_i ,\tag{1}
\]

where \(V\) is real and local, so that it commutes with \(X\). It may contain the electron repulsion. A hard wall is allowed, because multiplication by \(x\) leaves a function that vanishes at the wall still vanishing there. The eigenstates are chosen real, hence \(X_{kn}=X_{nk}\).

From \([p_x^2,x]=-2i\hbar p_x\) we get \([H,X]=-i\hbar P/m\), with \(P=\sum_i p_{x,i}\). Since \([X,P]=i\hbar N\),

\[
[X,[H,X]]=-\frac{i\hbar}{m}\,(i\hbar N)=\frac{N\hbar^2}{m}.\tag{2}
\]

Written out, the double commutator is

\[
X(HX-XH)-(HX-XH)X=2XHX-X^2H-HX^2 .
\]

We take its element between bound eigenstates \(k\) and \(l\), insert a complete set between the two factors \(X\), and divide by 2:

\[
\sum_n\left[E_n-\tfrac12(E_k+E_l)\right]X_{kn}X_{nl}=\frac{N\hbar^2}{2m}\,\delta_{kl}.\tag{3}
\]

The sum includes the continuum. We call this rule \((k,l)\). For \(k=l\) it is the Thomas-Kuhn rule; for \(k\ne l\) it demands a cancellation among products of different moments.

That cancellation can be watched for two electrons in one dimension, each in the well \(x^2/2-0.2x^3+0.05x^4\), with repulsion \([(x_1-x_2)^2+1]^{-1/2}\), all in atomic units, with the states counted within the spatially symmetric (spin-singlet) sector of the ground state, the only one that \(X\) reaches from it. In rule (0,1) the terms \(n=0,1,2,3\) are \(-0.266\), \(0.403\), \(0.032\) and \(-0.161\), up to a common sign. The sum over all computed states is about \(2\times10^{-8}\) in magnitude.

## 2. The hyperpolarizability as a sum over states

In a static field \(F\) along \(x\) the Hamiltonian gains \(W=eFX\). We define \(\beta\) by

\[
p=p_0+\alpha F+\beta F^2,\qquad
E_0(F)=E_0-p_0F-\tfrac12\alpha F^2-\tfrac13\beta F^3,\tag{4}
\]

where the second form follows from \(p=-dE_0(F)/dF\). If the quadratic term is written \(\tfrac12\beta F^2\) instead, \(\beta\) and its limit both double.

For a nondegenerate ground state, let \(\psi_1,\psi_2\) be the first- and second-order corrections, orthogonal to \(\psi_0\), and let \(E^{(j)}\) be the energy of order \(j\). The perturbation equations are

\[
(H-E_0)\psi_1=-(W-E^{(1)})\psi_0,\qquad
(H-E_0)\psi_2=-(W-E^{(1)})\psi_1+E^{(2)}\psi_0 .
\]

Using the first equation, then the second, and \(\langle\psi_1|\psi_0\rangle=0\),

\[
E^{(3)}=\langle\psi_0|W-E^{(1)}|\psi_2\rangle
=-\langle\psi_1|H-E_0|\psi_2\rangle
=\langle\psi_1|W-E^{(1)}|\psi_1\rangle .\tag{5}
\]

With \(E_{n0}=E_n-E_0\), the first-order state is \(\psi_1=-\sum_{n\neq0}(W_{n0}/E_{n0})\psi_n\). Therefore \(E^{(3)}=e^3F^3S\), where

\[
S=\sum_{n,m\neq0}\frac{X_{0n}(X_{nm}-X_{00}\delta_{nm})X_{m0}}{E_{n0}E_{m0}},\qquad \beta=-3e^3S .\tag{6}
\]

The factor \(-3\) comes from comparison with \(-\beta F^3/3\) in (4). For the two-electron well, (6) and numerical third derivatives of the ground-state energy both give \(-0.6644\) atomic units.

The off-diagonal rules tie the diagonal terms of \(S\) to the others. Let \(\Delta_n=X_{nn}-X_{00}\). In rule \((0,n)\), the intermediate state \(0\) contributes \(-\tfrac12E_{n0}X_{00}X_{0n}\) and the state \(n\) contributes \(+\tfrac12E_{n0}X_{0n}X_{nn}\). Multiplying the rule by 2 gives

\[
E_{n0}X_{0n}\Delta_n=-\sum_{m\neq0,n}(2E_{m0}-E_{n0})X_{0m}X_{mn}.\tag{7}
\]

We substitute this into the diagonal terms \(X_{0n}^2\Delta_n/E_{n0}^2\) of (6):

\[
S=\sum_{\substack{n,m\neq0\\ n\neq m}}X_{0n}X_{nm}X_{m0}\left[\frac1{E_{n0}E_{m0}}-\frac{2E_{m0}-E_{n0}}{E_{n0}^3}\right].\tag{8}
\]

No dipole difference is left. This form also gives \(-0.6644\) for the two-electron well.

If only levels 0 and 1 are kept, the right side of (7) is empty and \(X_{01}\Delta_1=0\). The one term of \(S\), \(X_{01}^2\Delta_1/E_{10}^2\), then vanishes. A two-level system that obeys rule (0,1) has no first hyperpolarizability; at least three levels are needed.

## 3. The three-level ansatz

We now assume that levels 0, 1 and 2 alone carry the response, and that their moments obey rules (0,0), (1,1), (0,1) and (0,2) with the sums cut off at these levels. Level 1 is the lowest excited state among those that \(X\) connects to the ground state, directly or in several steps. These states share the spin of the ground state, but not necessarily its spatial symmetry. States that \(X\) cannot reach in this way, such as the triplets of the two-electron well, play no part. Define

\[
\mathcal E=\frac{E_{10}}{E_{20}},\qquad x_{\max}^2=\frac{N\hbar^2}{2mE_{10}},\qquad \xi=\frac{|X_{01}|}{x_{\max}} .\tag{9}
\]

In the full rule (0,0) every term \(E_{n0}X_{0n}^2\) is non-negative, so \(0\le\xi\le1\) holds even without the ansatz.

The two diagonal rules, cut off at three levels, read

\[
E_{10}X_{01}^2+E_{20}X_{02}^2=E_{10}x_{\max}^2,\qquad
-E_{10}X_{01}^2+E_{21}X_{12}^2=E_{10}x_{\max}^2 .\tag{10}
\]

The minus sign appears because state 0 lies below state 1. With \(E_{21}=E_{20}-E_{10}=E_{10}(1-\mathcal E)/\mathcal E\), they give

\[
X_{02}^2=\mathcal E(1-\xi^2)x_{\max}^2,\qquad
X_{12}^2=\frac{\mathcal E}{1-\mathcal E}(1+\xi^2)x_{\max}^2 .\tag{11}
\]

Equation (7) for \(n=1\), divided by \(E_{10}\), and for \(n=2\), divided by \(E_{20}\), becomes

\[
X_{01}\Delta_1=-\frac{2-\mathcal E}{\mathcal E}X_{02}X_{12},\qquad
X_{02}\Delta_2=(1-2\mathcal E)X_{01}X_{12}.\tag{12}
\]

Let \(T=X_{01}X_{12}X_{02}\). The three-level form of (6) is

\[
S=\frac{X_{01}^2\Delta_1}{E_{10}^2}+\frac{X_{02}^2\Delta_2}{E_{20}^2}+\frac{2T}{E_{10}E_{20}} .
\]

Multiplying the relations (12) by \(X_{01}\) and \(X_{02}\) turns the first two terms into multiples of \(T\), without division by a moment that might vanish:

\[
S=\frac{T}{E_{10}^2}\left[-\frac{2-\mathcal E}{\mathcal E}+\mathcal E^2(1-2\mathcal E)+2\mathcal E\right]
=-\frac{T}{\mathcal E E_{10}^2}\left[2-\mathcal E-2\mathcal E^2-\mathcal E^3+2\mathcal E^4\right].\tag{13}
\]

The last bracket equals \((1-\mathcal E)^2(2+3\mathcal E+2\mathcal E^2)\). Indeed, expanding \((1-2\mathcal E+\mathcal E^2)(2+3\mathcal E+2\mathcal E^2)\) gives the coefficients \(2\), \(3-4=-1\), \(2-6+2=-2\), \(-4+3=-1\) and \(2\). From (11),

\[
|T|=x_{\max}^3\,\frac{\mathcal E}{\sqrt{1-\mathcal E}}\,\xi\sqrt{1-\xi^4},\tag{14}
\]

and hence, with \(|\beta|=3e^3|S|\),

\[
|\beta|=\frac{6e^3x_{\max}^3}{E_{10}^2}\,f(\mathcal E)\,\xi\sqrt{1-\xi^4},\qquad
f(\mathcal E)=(1-\mathcal E)^{3/2}\left(1+\tfrac32\mathcal E+\mathcal E^2\right).\tag{15}
\]

## 4. The maximum

The two variables separate. For the first, put \(u=\xi^2\), so that the square of \(\xi\sqrt{1-\xi^4}\) is \(u-u^3\). Its derivative \(1-3u^2\) vanishes at \(u=1/\sqrt3\), where \(u-u^3=2/(3\sqrt3)\). The function is zero at both ends of the interval, so this is the maximum:

\[
\xi=3^{-1/4}\approx0.760,\qquad \max\,\xi\sqrt{1-\xi^4}=\sqrt2\;3^{-3/4}.\tag{16}
\]

For the second,

\[
\frac{f'}{f}=-\frac{3}{2(1-\mathcal E)}+\frac{\frac32+2\mathcal E}{1+\frac32\mathcal E+\mathcal E^2}
=-\frac{\frac74\mathcal E(1+2\mathcal E)}{(1-\mathcal E)(1+\frac32\mathcal E+\mathcal E^2)} .\tag{17}
\]

The numerator over the common denominator is \(-\frac32-\frac94\mathcal E-\frac32\mathcal E^2\) plus \(\frac32+\frac12\mathcal E-2\mathcal E^2\), which is \(-\frac74\mathcal E-\frac72\mathcal E^2\). Thus \(f\) falls steadily from its value 1 at \(\mathcal E=0\).

Inserting both suprema into (15), the numerical factor is \(6\sqrt2\;3^{-3/4}\,2^{-3/2}=3^{1/4}\), and

\[
|\beta|\le\beta_{\max}=3^{1/4}\left(\frac{e\hbar}{\sqrt m}\right)^3\frac{N^{3/2}}{E_{10}^{7/2}} .\tag{18}
\]

This is Kuzyk's limit. Equation (15) can be written

\[
\frac{|\beta|}{\beta_{\max}}=f(\mathcal E)\,G(\xi),\qquad G(\xi)=\frac{3^{3/4}}{\sqrt2}\,\xi\sqrt{1-\xi^4}.\tag{19}
\]

As a check on the algebra, the four truncated equations were also solved numerically for the moments, and (6) was maximized over \(\xi\). The maxima relative to \(\beta_{\max}\) are 0.254, 0.707, 0.959 and 0.998 for \(\mathcal E=0.8,0.5,0.2\) and \(0.05\), each at \(\xi=0.760\). The limit is approached as \(E_{20}/E_{10}\to\infty\), but not reached at finite \(E_{20}\).

A distant level 2 does not become irrelevant. At the best \(\xi\) it keeps the fraction \(1-\xi^2=0.42\) of the ground-state oscillator strength, because \(X_{02}^2\) shrinks as \(1/E_{20}\) while its weight in the sum rule grows as \(E_{20}\). Through (12) it also permits a finite dipole change of level 1,

\[
|\Delta_1|\to\frac{2x_{\max}\sqrt{1-\xi^4}}{\xi}\approx2.15\,x_{\max}\qquad(\mathcal E\to0).
\]

In (13) the term from \(\Delta_1\) then dominates. The response looks like that of two levels, but the sum rules allow it because of the third.

In the opposite limit \(\mathcal E\to1\), \(f\approx\frac72(1-\mathcal E)^{3/2}\), and the terms in (13) cancel. The response also tends to zero as \(\xi\to0\) and \(\xi\to1\), where one of the two transitions from the ground state fades out. The end point \(\xi=0\) is a limit only, because by (12) \(\Delta_1\) diverges as \(\xi\to0\). The same holds for \(\xi=1\), where \(\Delta_2\) diverges, except at \(\mathcal E=1/2\): there the four rules can be satisfied with \(X_{02}=0\), and the response is zero.

## 5. What the scaling means

The power of \(E_{10}\) does not depend on the ansatz. Replace \(V(\mathbf r)\) by \(\lambda^{-2}V(\mathbf r/\lambda)\) at fixed \(N\). In the variable \(\mathbf r/\lambda\), the whole Hamiltonian is multiplied by \(\lambda^{-2}\), so energies scale as \(\lambda^{-2}\) and moments as \(\lambda\). By (6), \(\beta\) scales as \(\lambda^3/\lambda^{-4}=\lambda^7\), and so does \(E_{10}^{-7/2}\). The product \(|\beta|E_{10}^{7/2}\) is therefore fixed within such a family, which explains the opening ratio. Molecules do not form such a family: the scaling would turn the Coulomb energy \(e^2/r\) into \(\lambda^{-1}e^2/r\), with a changed coupling strength.

The factor \(N^{3/2}\) enters through \(x_{\max}^3\). It belongs to the limit and is no law for actual values. For \(M\) identical, distant, non-interacting systems with the same orientation, the energies in the field add, so \(\beta\) grows as \(M\). The limit grows as \(M^{3/2}\) at the same \(E_{10}\), and the ratio of the two falls as \(M^{-1/2}\).

## 6. Why the limit is conditional

The four rules used above cannot be completed to a consistent three-state system. For finite matrices the trace of a commutator is zero. The first two diagonal elements of the truncated double commutator were set to \(N\hbar^2/m\), so the third must be \(-2N\hbar^2/m\), where (2) requires \(+N\hbar^2/m\).

Rule (1,2) was dropped as well. The corresponding element of the double commutator is

\[
C_{12}=E_{21}X_{12}(\Delta_2-\Delta_1)-(E_{10}+E_{20})X_{01}X_{02}.
\]

Multiply by \(X_{01}X_{02}\) and use (12), then (11), with \(s=\xi^2\):

\[
\begin{aligned}
X_{01}X_{02}C_{12}&=E_{21}X_{12}^2\left[(1-2\mathcal E)X_{01}^2+\tfrac{2-\mathcal E}{\mathcal E}X_{02}^2\right]-(E_{10}+E_{20})X_{01}^2X_{02}^2\\
&=E_{10}x_{\max}^4\left\{(1+s)\left[2-\mathcal E-(1+\mathcal E)s\right]-(1+\mathcal E)s(1-s)\right\}\\
&=E_{10}x_{\max}^4\,(2-\mathcal E-3\mathcal E s).
\end{aligned}
\]

Dividing by \(|X_{01}X_{02}|=x_{\max}^2\xi\sqrt{\mathcal E(1-\xi^2)}\) and using \(E_{10}x_{\max}^2=N\hbar^2/2m\),

\[
\frac{|C_{12}|}{N\hbar^2/m}=\frac{|2-\mathcal E-3\mathcal E\xi^2|}{2\xi\sqrt{\mathcal E(1-\xi^2)}} .\tag{20}
\]

The required value is zero. At \(\mathcal E=0.05\) and the best \(\xi\) it is 8.4, and it diverges as \(\mathcal E\to0\), exactly where the limit is approached. In a real system, higher states must repair these rules, and they may then contribute to \(\beta\) too.

Part of the argument survives without truncation. Since \(E_{n0}\ge E_{10}\) for every excited state with \(X_{0n}\neq0\), rule (0,0) gives

\[
\sum_{n\neq0}\frac{X_{0n}^2}{E_{n0}^2}\le\frac{1}{E_{10}^3}\sum_{n\neq0}E_{n0}X_{0n}^2=\frac{x_{\max}^2}{E_{10}^2}.
\]

This bounds the norm of the first-order state. But \(S\) is the expectation value of \(X-X_{00}\) in that state, and \(X\) is an unbounded operator, so a bounded norm does not bound \(S\). The ansatz fills this gap by assumption. Equation (18) is thus a result of the three-level model, and its validity for all Hamiltonians of form (1) has not been shown here.

## 7. The half-line harmonic well

The eigenfunctions of this well are the odd oscillator states, whose energies are spaced by \(2\hbar\omega\). Hence \(E_{10}=2\hbar\omega\) and \(\mathcal E=1/2\). For \(E_{10}=2\) eV and \(N=1\), \(x_{\max}=1.380\) Å. The computed moments are

- \(|X_{01}|=1.272\) Å, \(|X_{02}|=0.284\) Å, \(|X_{12}|=1.741\) Å;
- \(\Delta_1=1.557\) Å, \(\Delta_2=2.726\) Å.

With one more digit, \(\xi=1.2716/1.3802=0.921\). In units of \(N\hbar^2/2m\), the three-level parts of the diagonal rules are

\[
(0,0):\ 0.849+2\left(\frac{0.284}{1.380}\right)^2=0.934,\qquad
(1,1):\ -0.849+\left(\frac{1.741}{1.380}\right)^2=0.743 .
\]

Higher states supply the missing 7% and 26%.

In units of \(x_{\max}^3/E_{10}^2\), the terms of \(S\) have magnitudes 0.958 from \(\Delta_1\), 0.021 from \(\Delta_2\), and 0.239 from the mixed product \(T\). By (15) and (16), \(|S|\) in these units must be divided by \(2\sqrt2\;3^{-3/4}=1.241\) to give \(|\beta|/\beta_{\max}\). The magnitudes do not fix the sign of \(T\). A negative \(T\) gives

\[
\frac{0.958+0.021-0.239}{1.241}=0.596,
\]

which is the directly computed three-state value; a positive \(T\) would give 0.98. The sum over all states is 0.571, so the states above level 2 lower the three-state result by about 4%.

The ansatz predicts \(fG=0.707\times0.785=0.555\), about 3% below the full value. This closeness does not confirm each assumption. At \(\mathcal E=1/2\), (12) demands \(X_{02}\Delta_2=0\), whereas the actual \(\Delta_2\) is nearly twice \(x_{\max}\); this error removes a term of 0.021, about 3% of the three-state \(|S|\). The larger errors partly cancel. Equation (14) gives \(|T|=0.344\,x_{\max}^3\) instead of 0.239, and (13) then gives a \(\Delta_1\) term of \(3|T|=1.033\) instead of 0.958, so the ansatz yields \((1.033-0.344)/1.241=0.555\) where the true three-state value is 0.596. The neglected higher states happen to move the full value toward the ansatz. The 3% agreement is therefore a coincidence of this example.

In absolute terms, the full value is 6978 atomic units, or \(6.03\times10^{-29}\) esu. The limit (18) is 12227 atomic units, or \(1.06\times10^{-28}\) esu. For ten electrons at the same \(E_{10}\), the limit is larger by \(10^{3/2}=31.6\), which gives \(3.34\times10^{-27}\) esu.

Half-line wells \(V\propto x^p\) with \(p=1,2,4\) reach 0.660, 0.571 and 0.385 of the limit, and the two-electron well of Section 1 reaches 0.158. None of these systems exceeds (18). They are examples consistent with the limit and do not replace the missing proof. The numerical output below gives the values in more detail.

## Numbers as computed

```
TWO INTERACTING ELECTRONS, asymmetric well, atomic units
gap E10 = 0.96492 hartree
largest error of sum rules, k,l = 0..3: 2.7e-07 (N/2 = 1)
first terms n=0..3 of rule (0,1), up to a common sign: -0.26638 0.40330 0.03195 -0.16069
sum of all terms of rule (0,1): -2.1e-08
beta from sum over states  = -0.66443 a.u.
beta from finite fields    = -0.66443 a.u.
beta from dipole-free sum  = -0.66443 a.u.
|beta| / limit (N = 2)     = 0.15752
THREE-LEVEL MODEL, numerical maximum over xi
E10/E20 = 0.800: xi = 0.7598, beta/limit = 0.254017
E10/E20 = 0.500: xi = 0.7598, beta/limit = 0.707107
E10/E20 = 0.200: xi = 0.7598, beta/limit = 0.958826
E10/E20 = 0.050: xi = 0.7598, beta/limit = 0.997706
E10/E20 = 0.001: xi = 0.7598, beta/limit = 0.999999
N = 3, E10 = 1.7 hartree, E10/E20 = 0.001: beta/limit = 0.999999
dropped commutator elements at E10/E20 = 0.05, best xi, units N hbar^2/m:
(2,2) = -2.0000 (should be 1), |(1,2)| = 8.4349 (should be 0)
HALF-LINE HARMONIC WELL, one electron
E10 = 2.000 eV = 0.073499 hartree, E10/E20 = 0.50000
x_max = 1.3802 angstrom
|X01| = 1.2716 angstrom, xi = 0.92132
|X02| = 0.2843 angstrom
|X12| = 1.7412 angstrom
X11 - X00 = 1.5574 angstrom
X22 - X00 = 2.7255 angstrom
three-level share of rule (0,0) = 0.93371
three-level share of rule (1,1) = 0.74272
|beta|, all states   = 6977.65 a.u. = 6.0281e-29 esu
|beta|, three states = 7284.83 a.u.
limit, N = 1         = 12226.51 a.u. = 1.0563e-28 esu
limit, N = 10        = 386636.3 a.u. = 3.3402e-27 esu
|beta|/limit, all states   = 0.57070
|beta|/limit, three states = 0.59582
f = 0.70711, G = 0.78510, f*G = 0.55515
|beta| with E10 doubled = 616.744 a.u., exponent = -3.50000
HALF-LINE POWER WELLS V = x^p, one electron
p = 1: |beta|/limit = 0.65953
p = 2: |beta|/limit = 0.57070
p = 4: |beta|/limit = 0.38538
```
